# Why hydrogen in a magnetic field keeps a real Hamiltonian matrix

**Q.** I put a hydrogen atom in a uniform magnetic field. The field breaks time reversal, so I expected a complex Hermitian Hamiltonian matrix. Is that expectation wrong?

**A.** It is right for the orbitals you probably have in mind. Take a fixed proton, a nonrelativistic electron without spin for now, and Hartree atomic units, in which the electron has charge $-1$. Let $\mathbf B$ point along $z$, and choose the vector potential $\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac B2(-y,x,0)$. Then

$$H=\tfrac12(\mathbf p+\mathbf A)^2-\frac1r .$$

Since $\nabla\cdot\mathbf A=0$, we have $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ as operators, and the two cross terms add up to $\mathbf A\cdot\mathbf p=\tfrac B2(xp_y-yp_x)=\tfrac B2L_z$. The square of the potential gives $\tfrac12A^2=\tfrac{B^2}8(x^2+y^2)$. Therefore

$$H(B)=\frac{p^2}2-\frac1r+\frac B2L_z+\frac{B^2}8(x^2+y^2).$$

Without spin, time reversal $T$ is complex conjugation, $T\psi=\psi^*$. It leaves every term alone except the one containing $L_z=-i(x\partial_y-y\partial_x)$, which changes sign. So $TH(B)T^{-1}=H(-B)$, and time reversal is broken.

In real orbitals this shows up as an imaginary matrix element. Write $2p_x=xf(r)$ and $2p_y=yf(r)$. The operator $L_z$ does not act on $f(r)$, so $L_z\,yf=-i\,xf$. The other terms of $H$ are even in $y$ and cannot connect $p_x$ with $p_y$. Hence

$$\langle 2p_x|H|2p_y\rangle=-\frac{iB}2 .$$

At $B=0.05$, which is about 11 750 T, this is $-0.025\,i$ hartree.

**Q.** Yet I have seen calculations for this system that use real matrices. What has replaced time reversal?

**A.** Time reversal combined with a mirror that contains the field. Let $M$ reflect $y$, so that $(M\psi)(x,y,z)=\psi(x,-y,z)$. Both $x\partial_y$ and $y\partial_x$ change sign under this reflection, so $ML_zM^{-1}=-L_z$. The distances $r$ and $x^2+y^2$, and the kinetic energy, are unchanged. Thus $M$ also turns $H(B)$ into $H(-B)$.

Physically, the field comes from a circulating current in a coil around the $z$ axis. A mirror containing that axis reverses the sense of circulation, and time reversal reverses it again. A mirror perpendicular to the axis would leave the circulation alone, so it could not undo the effect of $T$.

Define $\Theta=TM$:

$$(\Theta\psi)(x,y,z)=\psi^*(x,-y,z),\qquad \Theta H(B)\Theta^{-1}=H(B).$$

Applying $\Theta$ twice conjugates twice and reflects twice, so $\Theta^2=+1$. The numerical check tests the commutation by differentiating a complex trial function with no symmetry. At the sampled point, with a test field $B=0.6$ rather than $0.05$, $T$ alone and $M$ alone fail to commute with $H$ by 0.32 and 0.24 atomic units, while for $\Theta$ the difference vanishes to numerical precision.

**Q.** How does a symmetry of this kind make a matrix real?

**A.** Through basis vectors that $\Theta$ leaves unchanged. Because $\Theta$ conjugates, it is antiunitary: $\Theta(cv)=c^*\Theta v$ and $\langle\Theta u|\Theta v\rangle=\langle u|v\rangle^*$.

From any vector $v$, form

$$a=v+\Theta v,\qquad b=i(v-\Theta v).$$

Using $\Theta^2=+1$, we find $\Theta a=\Theta v+v=a$ and $\Theta b=-i(\Theta v-v)=b$. Both are invariant, and $v=\tfrac12(a-ib)$, so invariant vectors span the whole space.

If $u$ and $v$ are invariant, then $\langle u|v\rangle=\langle\Theta u|\Theta v\rangle=\langle u|v\rangle^*$. Their overlap is real, so they can be orthonormalized with real coefficients, which keeps them invariant. For the Hamiltonian,

$$\langle u|Hv\rangle^*=\langle\Theta u|\Theta Hv\rangle=\langle\Theta u|H\Theta v\rangle=\langle u|Hv\rangle .$$

The first equality is antiunitarity, the second is commutation with $H$, and the third is invariance of the vectors. Every element is real, and a real Hermitian matrix is symmetric.

The sign of $\Theta^2$ matters. If it were $-1$, an invariant vector would satisfy both $\Theta^2v=v$ and $\Theta^2v=-v$, so it would have to vanish.

**Q.** But any Hermitian matrix becomes real, even diagonal, in its own eigenbasis. What have we gained?

**A.** A basis that is known before anything is diagonalized, and that serves every value of $B$. The eigenbasis generally changes with the field. The operator $\Theta$ does not contain $B$, so neither do its invariant vectors.

In practice the recipe is short. Start from real orbitals that are each even or odd in $y$. Keep the even ones and multiply the odd ones by $i$. The latter are invariant because

$$\Theta(i\phi_{\rm odd})=(-i)(-\phi_{\rm odd})=i\phi_{\rm odd}.$$

The terms without $L_z$ are real and connect orbitals of equal $y$ parity, where the added phases cancel. The $L_z$ term is imaginary and connects opposite parities, where one factor $\pm i$ remains and makes it real. For the element above,

$$\langle 2p_x|H|i\,2p_y\rangle=i\left(-\frac{iB}2\right)=\frac B2=0.025\ \text{hartree}.$$

The program integrates the matrix of $H$ in 144 real Gaussian-type orbitals with $l\le2$. Its largest imaginary element is 0.05 hartree before the change of phases and zero afterwards.

**Q.** If everything can be made real, where has the circulating current gone?

**A.** It is in the basis functions. Real coefficients do not imply a real wavefunction. An invariant state obeys $\psi(x,-y,z)=\psi^*(x,y,z)$. Its current contribution $\operatorname{Im}(\psi^*\nabla\psi)$ therefore has an $x$ component odd in $y$ and a $y$ component even in $y$. A circulation along $(-y,x,0)$ has just this pattern, and so does the remaining contribution $\mathbf A|\psi|^2$. The symmetry permits a current around the field.

**Q.** I sort my states by the magnetic quantum number $m$. Does $\Theta$ mix $m$ with $-m$, as time reversal does?

**A.** No. Each factor reverses $L_z$, so $\Theta$ commutes with it. If $L_z\psi=m\psi$, then $L_z\Theta\psi=\Theta L_z\psi=m\Theta\psi$, because $m$ is real. In terms of the azimuth $\varphi$, conjugation turns $e^{im\varphi}$ into $e^{-im\varphi}$, and the mirror $\varphi\to-\varphi$ turns it back. The circular orbitals

$$p_\pm=\frac{p_x\pm i\,p_y}{\sqrt2}$$

are real combinations of the invariant functions $p_x$ and $ip_y$.

Since $H$ commutes with $L_z$, it splits into blocks of fixed $m$, and each block is real. Inside one block the linear field term is simply the number $mB/2$, which makes the reality easy to see. The argument with $\Theta$ does not need $m$: it still holds when an added potential mixes different $m$, provided that potential keeps a mirror containing the field.

The rest of $H$ is unchanged by $T$, which exchanges $m$ and $-m$, so corresponding levels differ through the linear term alone:

$$E(m)-E(-m)=\frac{mB}2-\frac{(-m)B}2=mB .$$

In the Gaussian basis, the lowest levels for $m=+1$ and $m=-1$ are $-0.093$ and $-0.143$ hartree, which differ by $B=0.050$.

The lowest $m=+2$ level comes out positive, at $+0.018$ hartree, and is nevertheless bound. With $\boldsymbol\pi=\mathbf p+\mathbf A$ one has $[\pi_x,\pi_y]=-iB$. The transverse kinetic energy $\tfrac12(\pi_x^2+\pi_y^2)$ is thus an oscillator of frequency $B$, with minimum $B/2=0.025$ hartree. A spinless electron far from the proton cannot have less energy than this.

**Q.** How strongly does this field change the ground state?

**A.** Very little. The $1s$ state has $m=0$, so the first-order shift comes from the quadratic term. With the density $e^{-2r}/\pi$,

$$\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}\,dr=4\cdot\frac{4!}{2^5}=3,\qquad \langle x^2+y^2\rangle=\frac23\cdot3=2 .$$

The shift is $2B^2/8=B^2/4=0.625$ millihartree. Diagonalization in the Gaussian basis gives 0.623 millihartree. The diagonalized value has to be the smaller one. The first-order energy is the expectation value of $H(B)$ in the unchanged $1s$ orbital, so by the variational principle it is an upper bound, and letting the orbital adjust to the field can only lower the energy.

**Q.** Does the conclusion depend on your choice of gauge?

**A.** The existence of the symmetry does not, but its form can. Let $\mathbf A'=\mathbf A+\nabla\chi$ and $\psi'=e^{-i\chi}\psi$. Then $(\mathbf p+\mathbf A')\psi'=e^{-i\chi}(\mathbf p+\mathbf A)\psi$, so the Hamiltonian and its symmetry become

$$H'=e^{-i\chi}He^{i\chi},\qquad \Theta'=e^{-i\chi}\Theta e^{i\chi}.$$

The square of $\Theta'$ is still $+1$. The invariant functions acquire the factor $e^{-i\chi}$, which can depend on $B$.

For the Landau gauge, $\chi=-Bxy/2$ and $\mathbf A'=(-By,0,0)$. This $\chi$ is odd in $y$. Conjugation changes the sign of $i$, the mirror changes the sign of $\chi$, and so $\Theta e^{i\chi}=e^{i\chi}\Theta$. Hence $\Theta'=\Theta$, and the same field-independent basis works. The trial-function test covers this gauge too.

**Q.** A real electron has spin, and then time reversal squares to $-1$. Does that spoil the argument?

**A.** The mirror supplies a second minus sign. Let $K$ denote complex conjugation in the usual basis of spin up and down along $z$, and let $M_0$ be the spatial reflection of $y$. With spin,

$$T=-i\sigma_yK,\qquad M=-i\sigma_yM_0 .$$

The spin factor in $M$ arises because a reflection of $y$ is an inversion followed by a half-turn about the $y$ axis. Inversion does not act on spin, and the half-turn gives $e^{-i\pi\sigma_y/2}=-i\sigma_y$.

The matrix $-i\sigma_y$ is real and squares to $-1$. Therefore $T^2=-1$, $M^2=-1$, and the two operators commute. It follows that

$$\Theta=TM=(-i\sigma_y)^2KM_0=-KM_0,\qquad \Theta^2=T^2M^2=+1 .$$

The overall sign of $\Theta$ can be dropped, so the earlier recipe applies to each spin component.

The spin Zeeman energy $\tfrac{gB}4\sigma_z$ is real and commutes with $\Theta$. The spin–orbit term $\tfrac{\alpha^2}2\,\mathbf L\cdot\mathbf S/r^3$, where $\alpha$ is the fine-structure constant, is also invariant. Under $\Theta$, $L_x$ and $L_z$ keep their signs, as do $S_x$ and $S_z$; $L_y$ and $S_y$ both change sign, and their product does not. The program tests the full spin matrix. Other relativistic terms, including the field-dependent correction to spin–orbit coupling, are left out, as is nuclear motion.

There is a visible consequence. At $B=0$, $T$ itself is a symmetry. If $T\psi=c\psi$, then $T^2\psi=|c|^2\psi$, which contradicts $T^2=-1$. So $T\psi$ is a different state of the same energy, and levels come in Kramers pairs. In the field, $\Theta^2=+1$ gives no such contradiction and enforces no pairing. The ground level splits by $gB/2=2.0023\times0.025=0.0501$ hartree, as the diagonalization confirms.

**Q.** My apparatus also has a stray electric field at some angle. Do I lose the real matrix?

**A.** Not if it is uniform. Two directions in space share a plane, so there is a mirror containing both $\mathbf B$ and the electric field $\mathbf F$. That mirror leaves the added energy $\mathbf F\cdot\mathbf r$ unchanged. Choose its normal as the $y$ axis and use the same $\Theta$. A tilted field mixes different $m$, but the matrix remains real.

The program tests this in the $n=2$ shell with field components of 0.002 along both $x$ and $z$. An orthonormal basis made from one draw of random complex vectors gives imaginary elements up to 0.013 hartree; the size varies from draw to draw. When each random vector $v$ is first replaced by $v+\Theta v$ and the results are orthonormalized with real coefficients, they vanish.

**Q.** What would it take to make the matrix truly complex?

**A.** A potential that leaves no suitable symmetry. Losing the mirrors is not sufficient proof by itself, because other operations can reverse $L_z$. A half-turn about an axis perpendicular to $\mathbf B$ does so, for example. A test that does not presuppose the symmetry is safer.

Add the energy $F(x\cos\phi+y\sin\phi)+q\,xy$: an electric field perpendicular to $\mathbf B$ at azimuth $\phi$, and a quadrupole potential. Consider the model space of $2s$, $2p_+$ and $2p_-$. The orbital $2p_z$ decouples because the added energy is even in $z$.

Suppose one basis made $H(B)$ real for all $B$. The coefficient of the linear term, $L_z/2$, would then be real too. Its eigenvalues on these three states are distinct, so its eigenvectors could be chosen real in that basis, and they would equal $2s$, $2p_+$, $2p_-$ up to phases. The loop product

$$C=\langle s|H|p_+\rangle\langle p_+|H|p_-\rangle\langle p_-|H|s\rangle$$

does not change under such phases, since each state occurs once as a bra and once as a ket. So $C$ would have to be real.

To evaluate it, use $2s=(2-r)e^{-r/2}/\sqrt{32\pi}$ and $2p_x=xe^{-r/2}/\sqrt{32\pi}$. The angular averages of $x^2$ and $x^2y^2$ are $r^2/3$ and $r^4/15$, so

$$\langle s|x|p_x\rangle=\frac1{24}\int_0^\infty(2-r)r^4e^{-r}dr=\frac{48-120}{24}=-3,$$

$$\langle p_x|xy|p_y\rangle=\frac1{120}\int_0^\infty r^6e^{-r}dr=\frac{720}{120}=6 .$$

Inserting $p_\pm$ gives

$$\langle s|H|p_\pm\rangle=-\frac{3F}{\sqrt2}e^{\pm i\phi},\qquad \langle p_+|H|p_-\rangle=\frac q2(-6i-6i)=-6iq .$$

The last factor in $C$ is $\langle s|H|p_-\rangle^*=-3Fe^{i\phi}/\sqrt2$. Altogether,

$$C=\frac{9F^2}2e^{2i\phi}(-6iq)=-27i\,qF^2e^{2i\phi},\qquad \operatorname{Im}C=-27\,qF^2\cos2\phi .$$

For $F=0.002$ and $q=0.001$, the prefactor is $27\times10^{-3}\times4\times10^{-6}=1.08\times10^{-7}$ hartree³. At $\phi=0$ the product is purely imaginary, so within this model no field-independent basis makes the matrix real. At $\phi=45^\circ$ the product is real. The electric field then lies in the plane $x=y$, whose mirror exchanges $x$ and $y$ and preserves $xy$. That plane also contains $\mathbf B$, and the symmetry has returned.

## Table of computed values

```
Magnetic field B = 0.050 a.u. = 11752.6 T
Electric field F = 0.0020 a.u.
Quadrupole strength q = 0.0010 a.u.
Trial-function test field = 0.60 a.u.
Commutator, time reversal alone = 0.3234 a.u.
Commutator, mirror alone = 0.2433 a.u.
Commutator, product, symmetric gauge = 4.3e-140 a.u.
Commutator, product, Landau gauge = 4.7e-140 a.u.
Gaussian exponents: 16 from 0.010 to 1369 bohr^-2
Number of spatial basis functions = 144
Largest imaginary element, real orbitals = 0.05000 hartree
Largest imaginary element, invariant basis = 0.0e+00 hartree
<2px|H|2py>: real part 0.00000, imaginary part -0.02500 hartree
<2px|H|i 2py>: real part 0.02500, imaginary part 0.00000 hartree
Block m = -2: size 16, lowest energy -0.08158 hartree
Block m = -1: size 32, lowest energy -0.14302 hartree
Block m = +0: size 48, lowest energy -0.49938 hartree
Block m = +1: size 32, lowest energy -0.09302 hartree
Block m = +2: size 16, lowest energy 0.01842 hartree
E(m=+1) - E(m=-1) = 0.05000 hartree
Ground energy at B = 0: -0.500000 hartree
Ground energy at B, no spin: -0.499376 hartree
Ground shift = 0.6233 millihartree
First-order shift B^2/4 = 0.6250 millihartree
Electron g factor (magnitude) = 2.002319
Spin splitting of ground level = 0.050058 hartree
Largest imaginary element, random basis = 0.0128 hartree
Largest imaginary element, random invariant basis = 0.0e+00 hartree
|<2s|x|2px>| = 3.0001 bohr
<2px|xy|2py> = 6.0003 bohr^2
Loop product at phi = 0.0 deg: real 0.00, imag -108.01 (1e-9 hartree^3)
Loop product at phi = 22.5 deg: real 76.37, imag -76.37 (1e-9 hartree^3)
Loop product at phi = 45.0 deg: real 108.01, imag -0.00 (1e-9 hartree^3)
27 q F^2 = 108.00 (1e-9 hartree^3)
```
